Variational 2-RDM Theory with DQG Conditions by the Boundary-Point Method

Two arguments anticipate features of the boundary-point solver for the variational two-electron reduced density matrix (2-RDM) derived here. The first is dimensional. The unknown density matrices x are pure numbers, while their dual partners z are energies. This iteration stores both in one matrix, z − μx, so it contains a parameter μ with the dimension of energy, and no bare number can be a universal choice for it. The second is symmetry. The conditions on x refer to no particular orbitals, so they commute with every orbital rotation. A pair matrix splits under such rotations into a scalar, a traceless one-body part and a part with vanishing contraction, which suggests that the linear system of each iteration has a number of distinct eigenvalues independent of the basis size r. Objects with four orbital indices need memory of order r⁴, and diagonalizing them as r²×r² matrices costs (r²)³ = r⁶. That cost is per iteration. The settings a user meets, namely the positivity conditions, spin constraints, μ, the inner solver, the blocking and the thresholds, are treated in turn below; the two arguments bear on μ and on the inner solver.

**The conditions**

Take r real orthonormal spin orbitals, N electrons with 2 ≤ N ≤ r − 2, clamped nuclei and the nonrelativistic Hamiltonian with integrals

h_pr = ∫ φ_p [−ħ²∇²/2m_e − Σ_A Z_A e²/(4πε₀|r − R_A|)] φ_r,  ⟨pq|rs⟩ = ∬ φ_p(1)φ_q(2) e²/(4πε₀r₁₂) φ_r(1)φ_s(2),

and ⟨pq||rs⟩ = ⟨pq|rs⟩ − ⟨pq|sr⟩. Energies are quoted in E_h = ħ²/(m_e a₀²) = 4.35974472×10⁻¹⁸ J. The Hamiltonian is real, so a state can be averaged with its complex conjugate at equal energy and all matrices are real symmetric. Define

D_pq,rs = ⟨a†_p a†_q a_s a_r⟩,  Q_pq,rs = ⟨a_p a_q a†_s a†_r⟩,  G_pq,rs = ⟨a†_p a_q a†_s a_r⟩.

D and Q are antisymmetric in each pair and are stored on the n = r(r−1)/2 pairs p<q; G lives on all r² pairs. Each has the form ⟨C†_i C_j⟩, so uᵀXu = ⟨C†C⟩ ≥ 0 with C = Σ u_j C_j: all three are positive semidefinite (⪰ 0) for any N-electron ensemble. Since Σ_q a†_q a_q counts N − 1 electrons after a_r has acted,

γ_pr = ⟨a†_p a_r⟩ = Σ_q D_pq,rq/(N−1),  Tr D = N(N−1)/2.

For Q, move creators left with a_q a†_s = δ_qs − a†_s a_q:

a_p a_q a†_s a†_r = δ_qs(δ_pr − a†_r a_p) − (δ_ps − a†_s a_p)(δ_qr − a†_r a_q),

and the quartic term is −a†_s a_p a†_r a_q = −δ_pr a†_s a_q + a†_r a†_s a_q a_p, the last form after two sign changes. With

W(g)_pq,rs = δ_pr g_qs + δ_qs g_pr − δ_ps g_qr − δ_qr g_ps

and the symmetry of γ and D, and with one anticommutation for G,

Q = I − W(γ) + D,  G_pq,rs = δ_qs γ_pr − D_ps,rq.

Inner products X·Y are sums of products of stored elements. A sum over p<q, r<s is a quarter of the unrestricted sum, and the four terms of W contribute equally, so

W(g)·D = Σ g_pr D_pq,rq = (N−1) g·γ.  (1)

Hence the electronic energy is K·D with K = W(h)/(N−1) + ⟨pq||rs⟩. Setting q = s in W and summing gives

Σ_q W(g)_pq,rq = (r−2) g_pr + δ_pr tr g.  (2)

Applied to Q, with I = W(1/2), (2) yields (r−1)δ − (r−2)γ − Nδ + (N−1)γ = (r−N−1)(1 − γ). A contraction of a positive matrix is a sum of its quadratic forms and is positive, so D ⪰ 0 and Q ⪰ 0 already give 0 ⪯ γ ⪯ 1, and separate one-body conditions can be left out. The traces are fixed: Tr Q = n − (r−1)N + N(N−1)/2 = (r−N)(r−N−1)/2 and Tr G = rN − N(N−1) = N(r−N+1). The maps, the traces and K were tested against explicit Jordan–Wigner operator matrices and full configuration interaction (FCI).

Every physical D obeys these conditions, so minimizing K·D over them gives E_DQG ≤ E_FCI in the basis. With D ⪰ 0 alone the minimum puts the whole trace on the lowest eigenvector of K, giving N(N−1)λ_min(K)/2. For N = 2 a positive D of trace 1 is an ensemble of two-electron states, so the D-only, DQG and FCI energies coincide. For larger N the conditions are necessary and need not be sufficient.

**Primal, dual and the spin setting**

Collect x = (D, Q, G), c = (K, 0, 0), and let M map D to (D − W(γ), δγ − D reindexed), the linear parts of Q and G. The constraints are Ax = b with

A x = (Tr D, (Q, G) − M D),  b = (N(N−1)/2, I, 0).

Primal: minimize c·x with Ax = b, x ⪰ 0. Dual: maximize b·y with z = c − Aᵀy ⪰ 0.

For feasible points c·x − b·y = (c − Aᵀy)·x = z·x = |z^½ x^½|² ≥ 0, block by block. This is weak duality, and a zero gap forces z^½x^½ = 0, that is xz = 0.

The gap closes because a strictly positive feasible point exists. The uniform ensemble has D⁰ = d·I with d = N(N−1)/r(r−1) from the trace, γ = (N/r)·1, Q⁰ = (1 − 2N/r + d)I = (r−N)(r−N−1)/r(r−1)·I, and

G⁰ = (N/r − d)·1 + d vvᵀ,  v_pq = δ_pq,

whose smallest eigenvalue is N/r − d = N(r−N)/r(r−1). All are positive for 2 ≤ N ≤ r−2. Fixed traces make the feasible set compact, so the primal minimum E* is attained. Take x and y in the spaces of symmetric matrices, which A and Aᵀ map into each other and in which x⁰ is interior. The convex set of points (Ax, c·x + t) with x ⪰ 0, t ≥ 0 does not contain (b, E* − ε), so it has a supporting hyperplane at (b, E*): there is (y, η) ≠ 0 with −y·Ax + η(c·x + t) ≥ −y·b + ηE*. Large t gives η ≥ 0. If η = 0, the linear function −Aᵀy·x is minimal at the interior point x⁰, so Aᵀy = 0, and y = 0 because AAᵀ is invertible (shown below), a contradiction. Scale η to 1. Then (c − Aᵀy)·x ≥ E* − b·y for all x ⪰ 0; scaling x up gives z ⪰ 0, and x = 0 gives b·y ≥ E*. With weak duality b·y = E*.

This is where the spin setting enters. S_z is a one-body operator Σ u_rs a†_s a_r, so ⟨S_z²⟩/ħ² = uᵀGu. Imposing ⟨S_z²⟩ = 0 or ⟨S²⟩ = 0 makes u a null vector of every feasible G. No interior point remains, η = 0 cannot be excluded, and a dual optimum is no longer guaranteed by this argument. For a singlet ground state the constraint shrinks the feasible set while keeping the FCI point, so it cannot lower the bound. Everything below imposes N alone.

**The iteration**

Form the augmented Lagrangian of the dual, with x as multiplier; each step minimizes it once over y, then once over z ⪰ 0, and then updates x:

L = −b·y + x·(Aᵀy + z − c) + |Aᵀy + z − c|²/2μ.

Stationarity in y gives −b + Ax + A(Aᵀy + z − c)/μ = 0, or

AAᵀ y = A(c − z) + μ(b − Ax).  (3)

Completing the square in z leaves |z − V|²/2μ with V = c − Aᵀy − μx. Split V by the sign of its eigenvalues, V = V₊ − V₋ with V± ⪰ 0 and V₊V₋ = 0. Then |z − V|² = |z − V₊|² + 2z·V₋ + |V₋|², which over z ⪰ 0 is least at z = V₊. The multiplier update is x + (Aᵀy + z − c)/μ = (z − V)/μ. Thus

z = V₊,  x = V₋/μ,  V = z − μx.  (4)

Every iterate is positive and satisfies xz = 0, so in each block the ranks of x and z sum to at most its dimension; unless one of them vanishes in a block, both are singular there and lie on the boundary of the positive cone. What the iteration must still reach are the linear equations.

Let P = Aᵀ(AAᵀ)⁻¹A be the projector on the range of Aᵀ and x_b = Aᵀ(AAᵀ)⁻¹b. Equation (3) gives Aᵀy = P(c − z) + μ(x_b − Px). The next V is

T(V) = k + Pz + μPx − μx,  k = (1−P)c − μx_b.

With |V| = V₊ + V₋ = z + μx one has ½(V − |V|) = −μx, so

T(V) = k + ½[V + (2P−1)|V|].  (5)

Subtracting V = z − μx from T(V) gives two pieces in orthogonal subspaces:

T(V) − V = (1−P)(c − z) − μ(x_b − Px),
|T(V) − V|² = ε_d² + μ²ε_p²,  ε_d = |(1−P)(c − z)|,  ε_p = |x_b − Px|.  (6)

ε_d is the distance of c − z from the range of Aᵀ and ε_p the distance of x from the plane Ax = b. A fixed point is therefore a feasible complementary pair, which is optimal; conversely the optimal pair shown to exist gives the fixed point V* = z* − μx*.

The map S(V) = 2k + (2P−1)|V| does not increase distances. The reflection 2P − 1 is orthogonal. For the modulus, |V| and V have the same norm, and |V|·|W| − V·W = 2V₊·W₋ + 2V₋·W₊ ≥ 0, so the distance between |V| and |W| is at most |V − W|. Since S = 2T − 1, expanding |SV − SW|² ≤ |V − W|² gives |TV − TW|² ≤ (TV − TW)·(V − W): T is firmly nonexpansive, the Douglas–Rachford structure. The relaxed step V′ = V + λ(TV − V) equals (1−θ)V + θSV with θ = λ/2. The identity |(1−θ)u + θw|² = (1−θ)|u|² + θ|w|² − θ(1−θ)|u − w|², with u = V − V*, w = SV − V*, |w| ≤ |u| and SV − V = 2(TV − V), gives

|V′ − V*|² ≤ |V − V*|² − λ(2−λ)|TV − V|².  (7)

For 0 < λ < 2 and fixed μ the iterates stay bounded and the residual tends to zero, so a cluster point is a fixed point; taking it as V* in (7), the distance never grows and the whole sequence converges. The residual is monotone too: SV′ − V′ = (SV′ − SV) + (1−θ)(SV − V) has norm at most θ|SV − V| + (1−θ)|SV − V|. Summing (7) over j steps from V = 0, with |V*|² = |z*|² + μ²|x*|²,

ε_d² + μ²ε_p² ≤ (|z*|² + μ²|x*|²)/[λ(2−λ) j].  (8)

Equations (5) and (6) and firm nonexpansiveness were tested with a dense QR projector or random matrices at μ = 0.1 and 2 E_h, and monotonicity over 300 steps at μ = 1 E_h, λ = 1.6, in which |TV − V| fell from 3.47 to 6.17×10⁻⁴ E_h.

**Choosing μ and λ**

If c and μ are both multiplied by κ, (5) shows that V is multiplied by κ and x is unchanged, so μ scales with the energy unit. Adding Aᵀw to c changes nothing in (5), since c enters through (1−P)c; a constant shift of K is of this kind and sets no scale for μ. From (8), the bound on ε_p² is proportional to |z*|²/μ² + |x*|² and that on ε_d² to |z*|² + μ²|x*|². Small μ loosens the first, large μ the second, and at μ = |z*|/|x*| each is twice its limiting best value. That value balances worst-case bounds and need not be the fastest choice, but the bounds suggest the direction of the adjustment: raise μ when the primal residual lags, lower it when the dual one does. The rule used here checks every 200 iterations, and if ε_p·(1 E_h)/ε_d lies outside 2/3 to 3/2, multiplies μ by that ratio limited to between ½ and 2, keeps μ between 10⁻³ and 10 E_h, then rebuilds V = z − μx. The 1 E_h is a convention about which residuals count as equal. The proof holds for fixed μ, so updates stop after half of the iteration limit. The worst-case bound (8) is tightest at λ = 1 and is void at λ = 2; the value 1.6 is a choice inside the convergent range whose advantage was not tested. Bound (8) contains |z*|, which depends on the system, so it gives no iteration count as a function of r alone.

**The inner solver: five steps**

For any D with contraction γ, use (1), (2) and |W(γ)|² = (r−2)|γ|² + (tr γ)², which is (1) with the contraction (2):

|D − W(γ)|² = |D|² − 2(N−1)|γ|² + (r−2)|γ|² + (tr γ)²,
|G part|² = r|γ|² − 2(N−1)|γ|² + 4|D|².

In the second line r comes from the free sum over q = s, and 4 from the unrestricted indices. Adding |D|²,

|D|² + |MD|² = 6|D|² + [2r − 2 − 4(N−1)]|γ|² + (tr γ)².  (9)

Write D = D₂ + W(g) + τI with tr g = 0 and D₂ of zero contraction. By (1) and (2) the parts are orthogonal, |W(g)|² = (r−2)|g|², |τI|² = nτ², and γ = αg + βτ·1 with α = (r−2)/(N−1), β = (r−1)/(N−1). Then |γ|² = α²|g|² + rβ²τ² and tr γ = rβτ contain no cross terms, so 1 + MᵀM is a multiple of unity on each part. Dividing by the norms, with (N−1)α = r−2 and (N−1)β = r−1,

s₂ = 6,
s₁ = 6 − 4α + α²(2r−2)/(r−2),
s₀ = 6 + 2β²[3r − 2 − 4(N−1)]/(r−1) = 6 − 8β + β²(6r−4)/(r−1).

In blocks, AAᵀ has n = I·I in the trace corner, −M(I) as coupling, and 1 + MMᵀ elsewhere. Vectors orthogonal to the range of M have eigenvalue 1. For a traceless eigenvector D of MᵀM, (1 + MMᵀ)MD = sMD, and MD does not couple to the trace row because M(I)·MD = (s − 1) I·D = 0. The trace row and the unit vector along M(I), of norm √(n(s₀−1)), span a 2×2 block with diagonal n and s₀ and determinant ns₀ − n(s₀−1):

λ₊ + λ₋ = n + s₀,  λ₊λ₋ = n.

All eigenvalues are positive, so AAᵀ is invertible, with at most five distinct values: λ₋, 1, 6, s₁, λ₊. If all elements of each matrix are stored, the multiplicities are 1, r⁴, n² − r², r² − 1, 1, adding where values coincide (s₁ = 6 when r = 2N − 1). Dense diagonalization confirmed the spectrum for three (r, N), and for r = 6, N = 3 gave 0.3692, 1, 6, 8, 40.6308 with multiplicities 1, 1296, 189, 35, 1.

After j steps, conjugate gradients (CG) minimizes the error in the AAᵀ norm over all p(AAᵀ) applied to the initial error, p of degree j with p(0) = 1. The product of the five factors (1 − t/λ_i) annihilates every vector, so in exact arithmetic five steps solve (3) for any r. For this formulation five fixed steps replace an inner tolerance, as long as the rounding residual, checked here only at half filling and up to r = 16, stays below the outer threshold. At half filling with random right-hand sides and r = 6 to 16, the residual relative to the right-hand side was 5×10⁻⁴ to 1×10⁻³ after four steps and 4.9×10⁻¹⁴ to 1.1×10⁻¹¹ after five. The characteristic polynomial of the 2×2 block equals n(1 − s₀) < 0 at t = n, so λ₊ > n and the condition number λ₊²/n exceeds n; at half filling the formula gives 110 at r = 6, 86 at r = 8 and 154 at r = 16, a variation too small to account by itself for the roughly 200-fold growth of the rounding residual, whose cause was not identified. For N = 2 the condition number is far larger, 1.6×10⁴ at r = 16. Added constraints change A, and the count must then be redone.

**Memory, time and blocking**

The vector x has 2n² + r⁴ elements, tending to (3/2)r⁴. In units of r⁴ the leading nonzero counts of A are ¼ and 1 for the identities on Q and G, ¼ for D in Q, 1 for W(γ) (r(r−1)(r−2) elements with one shared index, each summing r − 2 terms), 1 for the reindexed D and 1 for δγ (r copies of r(r−1)² terms): 9/2 in all. The stored matrices held 2.99, 3.32, 3.67 and 3.86 r⁴ nonzeros for r = 6, 8, 12, 16, below that limit, with local exponent 4.18 between the last two because the ratio is still rising. AAᵀ is never formed, so five CG steps cost order r⁴. Reducing a dense symmetric matrix of order m to tridiagonal form takes m reflections of work proportional to the square of the remaining size, m³ in total, and rebuilding V₊ is one m³ product. With m = r² an iteration costs order r⁶. The measured time exponent of the diagonalization between r = 20 and 30 was 5.4, not 6; the test demands a value between 4 and 7, and better processor efficiency on larger matrices is a conjectured cause.

If K is invariant under a group of orbital rotations, such as those generated by S_z and inversion, the group average of a feasible x is feasible, by linearity and convexity, and has the same energy. The optimum can be sought among block-diagonal matrices without loss, and, unlike ⟨S_z²⟩ = 0, this keeps the invariant interior point x⁰. With S_z alone G splits into orders r²/2, r²/4, r²/4, whose cubes sum to 5r⁶/32: the prefactor falls and the exponent stays.

**Thresholds and certified bounds**

Because x·z = 0 at every step, for any y

c·x − b·y = (c − Aᵀy − z)·x + y·(Ax − b).

The raw gap is made of residuals and can have either sign, so neither raw energy is a bound. Two repairs give bounds. For any y let Z = c − Aᵀy with blocks Z_B. Any feasible x has c·x = b·y + Σ Z_B·x_B ≥ b·y + Σ λ_min(Z_B) Tr x_B, and the traces are known:

E_lo = b·y + Σ_B min(0, λ_min(Z_B)) Tr x_B ≤ E_DQG.

Here y is the least-squares solution of Aᵀy ≈ c − z. For the upper side, rescale D to its trace and rebuild Q and G, so that Ax = b. If block B has λ_min ≥ −δ_B and x⁰ has λ⁰_B, then (1−ε)x + εx⁰ has λ_min ≥ −(1−ε)δ_B + ελ⁰_B, which is nonnegative for ε ≥ δ_B/(δ_B + λ⁰_B). With the largest such ε the point is feasible and its energy E_up ≥ E_DQG. The width E_up − E_lo is the quantity to converge. The lower repair multiplies an eigenvalue violation by the traces, of which Tr G grows as Nr and Tr Q as r²/2 when r ≫ N, and since the least-squares y gives Z = z + (1−P)(c − z), the violation is at most ε_d; to guarantee a fixed size of this repair, the threshold on ε_d must tighten as the traces grow. The upper repair needs an interior point and is lost under constraints such as ⟨S_z²⟩ = 0 or ⟨S²⟩ = 0, which force a null vector of G.

**Worked example**

All values are in the numerical output below; totals include nuclear repulsion, and both bounds were evaluated on the unblocked matrices. FCI is the reference within the basis; it carries the basis-set error and omits nuclear motion and relativity.

The N = 2 limit is H₂ at 75 pm in 6-31G (r = 8). After 2200 iterations E_lo = −1.1516886 and E_up = −1.1516885 E_h enclose E_FCI = −1.1516885 E_h.

The main case is linear H₄ with 100 pm spacing, STO-3G, restricted Hartree–Fock (RHF) orbitals, r = 8, N = 4, n = 28. The traces are 4·3/2 = 6, 4·3/2 = 6 and 4·5 = 20; the interior point has minima 12/56 = 0.2143, 0.2143 and 16/56 = 0.2857. With α = 2 and β = 7/3, s₁ = 6 − 8 + 4·14/6 = 7.3333 and s₀ = 6 − 18.6667 + 34.2222 = 21.5556, so λ± = [49.5556 ± √(49.5556² − 112)]/2 = 48.9839 and 0.5716. The vector x has 2·784 + 4096 = 5664 elements; S_z and inversion reduce it to 1104, in four blocks of order 2, four of order 4, eight of order 8 and two of order 16. The sum of cubes drops from 64³ + 2·28³ = 306048 to 32 + 256 + 4096 + 8192 = 12576, a factor of 24.

Starting from V = 0 and μ = 0.5 E_h, iteration 200 has ε_p = 1.2×10⁻³ and ε_d = 9.7×10⁻⁵ E_h, a ratio near 12, so μ doubles. It stands at 8 E_h at iteration 1000, where the ratio has reversed to about 0.1, and at 4 E_h at iteration 1600, where both residuals are below the threshold of 10⁻⁷. The raw energies behave as the gap identity allows. At iteration 200 the primal value −2.1698051 E_h lies below the dual value −2.1694949 E_h. At iteration 1000 the dual value −2.1688656 E_h lies above E_up, so it is no lower bound. Between iterations 400 and 1600 ε_p falls from 7.3×10⁻⁴ to 1.9×10⁻⁸, whereas a 1/√j law gives a factor of 2; (8) is a worst-case bound at fixed μ and does not predict this rate.

At the end the largest element of xz is 1.5×10⁻¹⁴ E_h, the mixing weight is 5.6×10⁻⁸, and

E_lo = −2.1688672 E_h,  E_up = −2.1688670 E_h,  width 1.7×10⁻⁷ E_h,
E_DQG = −2.168867 E_h = −9.45571×10⁻¹⁸ J,  E_FCI = −2.166387 E_h = −9.44490×10⁻¹⁸ J.

The difference is 0.002480 E_h = 1.081×10⁻²⁰ J, about 10⁴ times the bracket width, so it is the error of the DQG conditions and not of the solver; tighter thresholds cannot reduce it. Relative to the FCI correlation energy E_RHF − E_FCI = 0.067842 E_h it is (0.067842 + 0.002480)/0.067842 = 1.0366, an excess of 3.7 percent. With D alone the bound is 6·(−0.8619910) + 2.2931012 = −2.878845 E_h, which is 0.7125 E_h below FCI: Q and G remove all but 0.0025 E_h of that.

The optimal D cannot come from any four-electron ensemble, since its energy is below the lowest eigenvalue of the Hamiltonian. Its natural occupations per spin orbital, 0.9831, 0.9510, 0.0503, 0.0157, lie within 0 and 1 as derived, against 0.9831, 0.9530, 0.0495, 0.0145 for FCI; the weakly occupied orbitals are fuller than in FCI. Although the FCI state is a singlet, the solution has ⟨S²⟩ = ½(⟨S₋S₊⟩ + ⟨S₊S₋⟩) + ⟨S_z²⟩ = 0.0023 ħ², each term a quadratic form of G. This solution would violate a singlet constraint, which could raise the bound by at most the 0.002480 E_h separating it from FCI; the actual amount was not computed.

Computed results

```
hartree = 4.35974472e-18 J, bohr = 52.917721 pm
AA^T r=6 N=3: eigenvalues [ 0.3692  1.      6.      8.     40.6308] multiplicities [1, 1296, 189, 35, 1]
r=6: len(x)/r^4=1.347 nnz(A)/r^4=2.991 CG rel. residual 4 steps 8.2e-04, 5 steps 4.9e-14
r=8: len(x)/r^4=1.383 nnz(A)/r^4=3.317 CG rel. residual 4 steps 1.1e-03, 5 steps 1.4e-13
r=12: len(x)/r^4=1.420 nnz(A)/r^4=3.670 CG rel. residual 4 steps 8.1e-04, 5 steps 7.5e-12
r=16: len(x)/r^4=1.439 nnz(A)/r^4=3.862 CG rel. residual 4 steps 4.6e-04, 5 steps 1.1e-11
exponent of nnz(A) in r, r=12 to 16: 4.18
measured time exponent of G-size eigh in r, r=20 to 30: 5.4
fixed mu=1 Eh: |TV-V| = 3.4668 Eh first, 6.17e-04 Eh at step 300
H2 6-31G 75 pm r=8: iterations 2200, E_FCI = -1.1516885 Eh
H2 E_lo = -1.1516886 Eh, E_up = -1.1516885 Eh
H4 linear, spacing 100 pm, STO-3G: r=8 N=4 n=28
full: len(x)=5664 constraints=4881; blocked: 1104, 937
block sizes [2, 2, 2, 2, 4, 4, 4, 4, 8, 8, 8, 8, 8, 8, 8, 8, 16, 16]
traces D,Q,G [ 6.  6. 20.]  uniform-ensemble minima [0.2143 0.2143 0.2857]
AA^T eigenvalues [ 0.5716  1.      6.      7.3333 48.9839] s0=21.5556
iteration eps_p eps_d/Eh primal/Eh dual/Eh mu/Eh (start mu 0.5 Eh, relaxation 1.6)
   200 1.2e-03 9.7e-05 -2.1698051 -2.1694949 0.5000
   400 7.3e-04 1.1e-04 -2.1692480 -2.1691601 1.0000
  1000 2.0e-06 1.9e-05 -2.1688677 -2.1688656 8.0000
  1600 1.9e-08 1.2e-08 -2.1688671 -2.1688671 4.0000
max |x z| = 1.5e-14 Eh, mixing weight = 5.6e-08
E_nuc = 2.2931012 Eh
lowest eigenvalue of K = -0.8619910 Eh
D-only bound = -2.878845 Eh
E_RHF = -2.0985459 Eh
E_lo = -2.1688672 Eh, E_up = -2.1688670 Eh, width = 1.7e-07 Eh
E_FCI = -2.1663874 Eh = -9.444896e-18 J
E_DQG (midpoint) = -2.168867 Eh = -9.45571e-18 J
E_FCI - E_DQG = 0.002480 Eh = 1.081e-20 J
E_RHF - E_FCI = 0.067842 Eh, DQG/FCI correlation ratio = 1.0366
<S^2>/hbar^2: DQG 0.00233, FCI 0.00000
spin-orbital occupations DQG [0.98309 0.95097 0.05026 0.01567]
spin-orbital occupations FCI [0.98306 0.95303 0.04946 0.01445]
```
